# The CO dipole moment from HF and MP2 densities: test program

```python
"""
Result under test: for CO the HF dipole equals -dE_HF/dF with the plain HF
density, whereas the MP2 dipole equals -dE_MP2/dF only when the density includes
orbital relaxation (Z-vector). At the chosen geometry the HF and relaxed MP2
dipoles have opposite signs.

Symbols: C at the origin, O at +z; positive dipole means C(-)O(+).
F      field along z, H(F) = H - F*mu_z (electrons feel +F*z)
t, tt  MP2 amplitudes t[i,a,j,b] and 2*t minus its a<->b exchange
D      unrelaxed MP2 correction to the one-particle density (MO basis)
theta  derivative of the Hylleraas functional for occupied-virtual rotations
A      orbital Hessian of the coupled-perturbed HF equations
zeta   Z-vector, A zeta = -theta
x      first-order orbital rotation per unit field, A x = -z_vo
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from pyscf import gto, scf, mp, ao2mo, lib

lib.num_threads(1)
DEBYE = (const.e * const.physical_constants["Bohr radius"][0]
         / (1e-21 / const.c))


def einsum(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=True)


def four_point(values, step):
    """First derivative from values at -2, -1, +1, +2 steps."""
    m2, m1, p1, p2 = values
    return (8 * (p1 - m1) - (p2 - m2)) / (12 * step)


def make_molecule(distance, basis):
    return gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, distance)]],
                 unit="Angstrom", basis=basis, verbose=0)


def run_scf(mol, eri, field=0.0, guess=None):
    core = scf.hf.get_hcore(mol) + field * mol.intor("int1e_r")[2]
    mf = scf.RHF(mol)
    mf.verbose = 0
    mf.get_hcore = lambda *args: core
    mf._eri = eri
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-9
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def mp2_response(mol):
    """HF, unrelaxed MP2 and relaxed MP2 dipoles with all intermediates."""
    eri = mol.intor("int2e", aosym="s8")
    mf = run_scf(mol, eri)
    coeff, eps = mf.mo_coeff, mf.mo_energy
    n, nocc = coeff.shape[1], mol.nelectron // 2
    nvir = n - nocc
    o, v = slice(0, nocc), slice(nocc, n)
    g = ao2mo.restore(1, ao2mo.kernel(eri, coeff), n)

    gap = eps[v][:, None] - eps[o][None, :]
    ovov = g[o, v, o, v]
    t = -ovov / (gap.T[:, :, None, None] + gap.T[None, None, :, :])
    tt = 2 * t - t.transpose(0, 3, 2, 1)
    e2 = np.sum(tt * ovov)

    D = np.zeros((n, n))
    D[o, o] = -2 * einsum("iakb,jakb->ij", tt, t)
    D[v, v] = 2 * einsum("iajc,ibjc->ab", tt, t)

    theta = (4 * einsum("kajb,cajb->ck", tt, g[v, v, o, v])
             - 4 * einsum("icjb,ikjb->ck", tt, g[o, o, o, v])
             + 4 * einsum("pq,pqck->ck", D, g[:, :, v, o])
             - 2 * einsum("pq,pcqk->ck", D, g[:, v, :, o]))
    hessian = (4 * g[v, o, v, o]
               - g[v, v, o, o].transpose(0, 2, 1, 3)
               - g[v, o, o, v].transpose(0, 2, 3, 1))
    hessian = hessian.reshape(nvir * nocc, nvir * nocc)
    hessian = hessian + np.diag(gap.ravel())

    zmo = coeff.T @ mol.intor("int1e_r")[2] @ coeff
    zeta = np.linalg.solve(hessian, -theta.ravel()).reshape(nvir, nocc)
    x = np.linalg.solve(hessian, -zmo[v, o].ravel()).reshape(nvir, nocc)

    mu_nuc = float(np.dot(mol.atom_charges(), mol.atom_coords()[:, 2]))
    mu_hf = mu_nuc - 2 * np.trace(zmo[o, o])
    d_unrel = -np.sum(D * zmo)
    d_relax = -np.sum(zeta * zmo[v, o])
    return SimpleNamespace(
        mol=mol, eri=eri, mf=mf, C=coeff, eps=eps, n=n, nocc=nocc, o=o, v=v,
        ovov=ovov, tt=tt, e2=e2, D=D, theta=theta, zeta=zeta, x=x, zmo=zmo,
        mu_nuc=mu_nuc, mu_hf=mu_hf, d_unrel=d_unrel, d_relax=d_relax,
        mu_unrel=mu_hf + d_unrel, mu_rel=mu_hf + d_unrel + d_relax)


# ---------------------------------------------------------------- main case
R_MAIN, BASIS = 1.13, "aug-cc-pvdz"
r = mp2_response(make_molecule(R_MAIN, BASIS))
o, v = r.o, r.v

# The unrelaxed density against the independent library implementation.
library_mp2 = mp.MP2(r.mf)
library_mp2.verbose = 0
library_e2 = float(library_mp2.kernel()[0])
reference_density = np.zeros((r.n, r.n))
reference_density[o, o] = 2 * np.eye(r.nocc)
assert abs(library_e2 - r.e2) < 1e-8
assert np.max(np.abs(library_mp2.make_rdm1() - reference_density - r.D)) < 1e-7
assert abs(np.trace(r.D)) < 1e-10

# The Hylleraas functional at the solved amplitudes equals the MP2 energy.
hylleraas = 2 * np.sum(r.tt * r.ovov) + np.dot(np.diag(r.D), r.eps)
assert abs(hylleraas - r.e2) < 1e-10

# Finite field: new orbitals and new amplitudes at each field strength.
STEP = 0.002
fields = STEP * np.array([-2, -1, 1, 2])
hf_energies, mp2_energies, densities = [], [], []
zero_density = r.mf.make_rdm1()
for field in fields:
    mf_field = run_scf(r.mol, r.eri, field, zero_density)
    pt = mp.MP2(mf_field)
    pt.verbose = 0
    e_hf = mf_field.e_tot - field * r.mu_nuc
    hf_energies.append(e_hf)
    mp2_energies.append(e_hf + float(pt.kernel()[0]))
    densities.append(mf_field.make_rdm1())
ff_hf = -four_point(hf_energies, STEP)
ff_mp2 = -four_point(mp2_energies, STEP)
err_hf = r.mu_hf - ff_hf
err_unrel = r.mu_unrel - ff_mp2
err_rel = r.mu_rel - ff_mp2
# Tolerance covers SCF residuals divided by the field step.
assert abs(err_hf) < 3e-6
assert abs(err_rel) < 3e-6
assert abs(err_unrel) > 1e-3
assert abs(err_unrel) > 100 * abs(err_rel)
assert r.mu_hf < 0 < r.mu_rel

# First-order orbitals against the numerical derivative of the SCF density.
numerical_dp = four_point(densities, STEP)
half = r.C[:, v] @ r.x @ r.C[:, o].T
analytic_dp = 2 * (half + half.T)
response_error = (np.linalg.norm(numerical_dp - analytic_dp)
                  / np.linalg.norm(analytic_dp))
assert response_error < 1e-4
# The interchange of response and Z-vector gives the same relaxation dipole.
direct_relax = -np.sum(r.theta * r.x)
assert abs(direct_relax - r.d_relax) < 1e-9


def frozen_orbital_e2(field):
    """MP2 energy with the field in the Fock blocks but no ov rotation."""
    eo, uo = np.linalg.eigh(np.diag(r.eps[o]) + field * r.zmo[o, o])
    ev, uv = np.linalg.eigh(np.diag(r.eps[v]) + field * r.zmo[v, v])
    w = einsum("iajb,ik,ac,jl,bd->kcld", r.ovov, uo, uv, uo, uv)
    ia = eo[:, None] - ev[None, :]
    amp = w / (ia[:, :, None, None] + ia[None, None, :, :])
    return np.sum(amp * (2 * w - w.transpose(0, 3, 2, 1)))


FROZEN_STEP = 0.001
frozen_dipole = -four_point(
    [frozen_orbital_e2(k * FROZEN_STEP) for k in (-2, -1, 1, 2)], FROZEN_STEP)
assert abs(frozen_dipole - r.d_unrel) < 1e-7

# Orbital gradient against explicit rotations at fixed amplitudes.
rng = np.random.default_rng(7)
direction = rng.normal(size=r.theta.shape)
direction /= np.linalg.norm(direction)
generator = np.zeros((r.n, r.n))
generator[v, o] = direction
generator[o, v] = -direction.T


def rotated_hylleraas(angle):
    c = r.C @ expm(angle * generator)
    co, cv = c[:, o], c[:, v]
    w = ao2mo.general(r.eri, (co, cv, co, cv), compact=False)
    dm = 2 * co @ co.T
    fock = r.mf.get_hcore() + r.mf.get_veff(r.mol, dm)
    return (2 * np.sum(r.tt * w.reshape(r.tt.shape))
            + np.sum(r.D * (c.T @ fock @ c)))


ANGLE = 0.001
numerical_slope = four_point(
    [rotated_hylleraas(k * ANGLE) for k in (-2, -1, 1, 2)], ANGLE)
analytic_slope = np.sum(r.theta * direction)
assert abs(numerical_slope - analytic_slope) < 1e-7

# ------------------------------------------------------------------- output
print(f"main case: R = {R_MAIN:.2f} angstrom, basis {BASIS}")
print(f"basis functions {r.n}, occupied {r.nocc}, virtual {r.n - r.nocc}")
print(f"HF energy              {r.mf.e_tot:.8f} hartree")
print(f"MP2 correlation energy {r.e2:.8f} hartree")
print(f"electrons promoted, trace of D_vv {np.trace(r.D[v, v]):.5f}")
print(f"field step {STEP:.4f} a.u.")
for field, e_hf, e_mp2 in zip(fields, hf_energies, mp2_energies):
    print(f"F={field:+.4f} a.u.: E_HF={e_hf:.10f} E_MP2={e_mp2:.10f} hartree")
print("dipoles, positive = C(-)O(+):")
for label, value in (("HF density", r.mu_hf), ("HF finite field", ff_hf),
                     ("MP2 unrelaxed", r.mu_unrel),
                     ("MP2 relaxed", r.mu_rel),
                     ("MP2 finite field", ff_mp2)):
    print(f"{label:17s} {value:+.6f} e*bohr = {value * DEBYE:+.4f} debye")
print(f"unrelaxed correlation part {r.d_unrel:+.6f} e*bohr")
print(f"orbital relaxation part    {r.d_relax:+.6f} e*bohr")
print(f"total correlation part     {r.d_unrel + r.d_relax:+.6f} e*bohr")
print(f"HF density minus finite field    {err_hf:+.1e} e*bohr")
print(f"unrelaxed minus finite field     {err_unrel:+.6f} e*bohr")
print(f"relaxed minus finite field       {err_rel:+.1e} e*bohr")
print(f"frozen-orbital finite-field part {frozen_dipole:+.6f} e*bohr")
print(f"relaxation part from theta and x {direct_relax:+.6f} e*bohr")
print(f"orbital slope: numerical {numerical_slope:+.8f} hartree")
print(f"orbital slope: formula   {analytic_slope:+.8f} hartree")
print(f"relative error of SCF density response {response_error:.1e}")
print(f"1 e*bohr = {DEBYE:.6f} debye")

print(f"distance scan, {BASIS}, dipoles in debye:")
for distance in (1.03, 1.08, 1.13, 1.18, 1.23):
    s = r if distance == R_MAIN else mp2_response(
        make_molecule(distance, BASIS))
    print(f"R={distance:.2f} angstrom: HF {s.mu_hf * DEBYE:+.4f}, "
          f"unrelaxed {s.mu_unrel * DEBYE:+.4f}, "
          f"relaxed {s.mu_rel * DEBYE:+.4f}")
s = mp2_response(make_molecule(R_MAIN, "cc-pvtz"))
print(f"cc-pvtz, R={R_MAIN:.2f} angstrom, dipoles in debye:")
print(f"HF {s.mu_hf * DEBYE:+.4f}, unrelaxed {s.mu_unrel * DEBYE:+.4f}, "
      f"relaxed {s.mu_rel * DEBYE:+.4f}")
print("tests ok")
```

It prints:

```
main case: R = 1.13 angstrom, basis aug-cc-pvdz
basis functions 46, occupied 7, virtual 39
HF energy              -112.75453598 hartree
MP2 correlation energy -0.30434937 hartree
electrons promoted, trace of D_vv 0.19680
field step 0.0020 a.u.
F=-0.0040 a.u.: E_HF=-112.7550731257 E_MP2=-113.0585505644 hartree
F=-0.0020 a.u.: E_HF=-112.7547757685 E_MP2=-113.0586867295 hartree
F=+0.0020 a.u.: E_HF=-112.7543540085 E_MP2=-113.0591466546 hartree
F=+0.0040 a.u.: E_HF=-112.7542301153 E_MP2=-113.0594708993 hartree
dipoles, positive = C(-)O(+):
HF density        -0.105461 e*bohr = -0.2681 debye
HF finite field   -0.105461 e*bohr = -0.2681 debye
MP2 unrelaxed     -0.051170 e*bohr = -0.1301 debye
MP2 relaxed       +0.114961 e*bohr = +0.2922 debye
MP2 finite field  +0.114961 e*bohr = +0.2922 debye
unrelaxed correlation part +0.054291 e*bohr
orbital relaxation part    +0.166131 e*bohr
total correlation part     +0.220422 e*bohr
HF density minus finite field    +7.6e-09 e*bohr
unrelaxed minus finite field     -0.166131 e*bohr
relaxed minus finite field       +3.5e-09 e*bohr
frozen-orbital finite-field part +0.054291 e*bohr
relaxation part from theta and x +0.166131 e*bohr
orbital slope: numerical -0.00776614 hartree
orbital slope: formula   -0.00776614 hartree
relative error of SCF density response 1.6e-07
1 e*bohr = 2.541746 debye
distance scan, aug-cc-pvdz, dipoles in debye:
R=1.03 angstrom: HF +0.2039, unrelaxed +0.2886, relaxed +0.5478
R=1.08 angstrom: HF -0.0269, unrelaxed +0.0821, relaxed +0.4174
R=1.13 angstrom: HF -0.2681, unrelaxed -0.1301, relaxed +0.2922
R=1.18 angstrom: HF -0.5177, unrelaxed -0.3453, relaxed +0.1750
R=1.23 angstrom: HF -0.7740, unrelaxed -0.5614, relaxed +0.0682
cc-pvtz, R=1.13 angstrom, dipoles in debye:
HF -0.2543, unrelaxed -0.1127, relaxed +0.3142
tests ok
```
